# Surface Heating of a Thick Dielectric: What Separates k from C

**The argument under review.** A low-k film, 1000 nm thick, lies on silicon under 80 nm of aluminium. Light of modulated intensity heats the metal, whose temperature is read in amplitude and phase at 1, 2 and 5 MHz. At these frequencies the heat wave dies out inside the film. The argument then counts: three amplitudes and three phases are six numbers, the conductivity $k$ and the volumetric heat capacity $C$ are two unknowns, so a fit must give both. It adds that if this failed, periodic surface heating could never separate them.

The count assumes that the six numbers respond to $k$ and $C$ in different ways. Whether they do is a question for the heat equation. The fallback remark needs its own examination.

**1. A transformation that the surface cannot see**

Take first a homogeneous half-space $z>0$ that obeys Fourier's law, with flow along $z$, no heat sources inside, and a uniform initial temperature. Let $T$ be the temperature rise and $q(t)$ the flux entering at the surface:

$$C\,\partial_tT=\partial_z(k\,\partial_zT),\qquad -k\,\partial_zT\big|_{z=0}=q(t).$$

Both $k$ and $C$ may depend on $T$. Compare a second material with $k'=sk$ and $C'=C/s$, where $s$ is a positive constant, and try the stretched field $T'(z,t)=T(\zeta,t)$ with $\zeta=z/s$. Each depth derivative brings a factor $1/s$, so

$$k'\partial_zT'=sk\,\frac1s\,\partial_\zeta T=k\,\partial_\zeta T,$$

$$\partial_z(k'\partial_zT')=\frac1s\,\partial_\zeta(k\,\partial_\zeta T)=\frac{C}{s}\,\partial_tT=C'\partial_tT'.$$

The middle equality in the second line is the original heat equation. The stretched field therefore solves the problem of the second material. The first line, at $z=0$, shows that the surface flux is the same, and $T'(0,t)=T(0,t)$ shows that the surface temperature is the same.

No choice of waveform or frequency can distinguish the two materials from the surface. Physically, the second material carries the same heat in a temperature profile $s$ times deeper, and an observer at the surface has no ruler with which to measure that depth.

The constancy of $s$ matters when the properties depend on temperature. As a numerical case, take $k=0.30(1+0.004T)$ W/(m K) and $C=1.40(1+0.002T)$ J/(cm³ K), with $T$ in kelvin, driven from rest by a sinusoidal flux of amplitude 5000 W/cm² for three periods at 1 MHz. The peak temperature change is 38.8 K. With $s=2$ the surface history changes by 0.008% of that peak, which is discretization error. With $s=\exp(0.01T)$, which also keeps the product $kC$ at each temperature, it changes by 7%. A strongly driven surface thus carries some information on how $k/C$ varies with temperature, but the constant factor remains hidden.

**2. What amplitude and phase contain**

For small periodic heating, $k$ and $C$ are constants. Write $T=\mathrm{Re}[\theta(z)e^{i\omega t}]$ and $q=\mathrm{Re}[\hat q\,e^{i\omega t}]$. The heat equation becomes

$$\theta''=\sigma^2\theta,\qquad \sigma=\sqrt{\frac{i\omega C}{k}}=\frac{1+i}{\mu},\qquad \mu=\sqrt{\frac{2k}{\omega C}},$$

because $\sqrt i=(1+i)/\sqrt2$. The root with positive real part makes $\theta\propto e^{-\sigma z}$ decay with depth, over the length $\mu$. The surface flux is $\hat q=-k\theta'(0)=k\sigma\,\theta(0)$, so the surface impedance is

$$Z_0=\frac{\theta(0)}{\hat q}=\frac1{k\sigma}=\frac1{\sqrt{i\omega kC}}.$$

The phase is $-45^\circ$ for every $k$ and $C$: on a bare surface it says nothing about the material. The amplitude yields $kC$, provided that the absorbed flux is known.

The metal changes the value of the phase reading, but not the conclusion. Let the metal have heat capacity $C_md_m$ per area and a uniform temperature $\theta_m$, and let a contact resistance $R$ separate it from the dielectric. The flux $j$ passing downward obeys $\theta_m=(R+Z_0)j$, and the energy balance of the metal is $\hat q=i\omega C_md_m\theta_m+j$. Hence

$$\frac{\hat q}{\theta_m}=i\omega C_md_m+\frac1{R+Z_0}.$$

The dielectric enters through $Z_0$, hence through $kC$. For $R=0$ the right side is $i\omega C_md_m+(1+i)\sqrt{\omega kC/2}$, and dividing its imaginary by its real part gives the tangent of the phase lag:

$$\tan\varphi=1+C_md_m\sqrt{\frac{2\omega}{kC}}.$$

The phase now measures $kC$ without knowledge of the flux, using the metal as the reference. This is useful, but it is a second route to the same combination. In the half-space limit, the six numbers of the argument are six readings of one material parameter.

**3. The film is finite, and that matters**

The sample is a film of thickness $L$, not a half-space. Let the silicon below have surface impedance $Z_b$, with no contact resistance at that joint. In the film,

$$\theta=Ae^{-\sigma z}+Be^{\sigma z},\qquad j=-k\theta'=\frac{Ae^{-\sigma z}-Be^{\sigma z}}{Z_0}.$$

Set $a=Ae^{-\sigma L}$ and $b=Be^{\sigma L}$. The condition $\theta=Z_bj$ at $z=L$ reads $Z_0(a+b)=Z_b(a-b)$, which gives $b(Z_b+Z_0)=a(Z_b-Z_0)$. Therefore

$$E\equiv\frac BA=\frac ba\,e^{-2\sigma L}=\Gamma e^{-2\sigma L},\qquad \Gamma=\frac{Z_b-Z_0}{Z_b+Z_0},$$

and the film impedance at $z=0$ is

$$Z_f=Z_0\,\frac{1+E}{1-E}.$$

In the coated formula $Z_f$ replaces $Z_0$. The term $E$ is an echo: the wave travels down and back, and is damped by $e^{-2L/\mu}$. For $|E|\ll1$, expansion gives $Z_f\approx Z_0(1+2E)$. The separate dependence on $k$ and $C$ sits in this small term.

To see how much it helps, change $k$ to $ke^u$ and $C$ to $Ce^{-u}$. Then $Z_0$ and $\Gamma$ stay fixed, while $\sigma$ becomes $\sigma e^{-u}$. At $u=0$, $d\sigma/du=-\sigma$, so $dE/du=2\sigma LE$ and

$$\frac{d\ln Z_f}{du}\approx4\sigma L\,E.$$

**Numbers for the proposed sweep.** Let $k=0.30$ W/(m K) and $C=1.40$ J/(cm³ K), so that $\sqrt{kC}=648$ W s$^{1/2}$/(m² K). At 1 MHz, $\mu=261$ nm and $L/\mu=3.83$. The echo damping is $e^{-7.66}=4.7\times10^{-4}$. For silicon with $k=140$ W/(m K) and $C=1.65$ J/(cm³ K), $Z_b/Z_0=648/15200=0.043$, which gives $\Gamma=-0.92$. Since $|\sigma L|=\sqrt2\times3.83=5.4$, the sensitivity has magnitude

$$4\times5.4\times0.92\times4.7\times10^{-4}\approx0.009.$$

With noise of 0.01 in the logarithm of the amplitude and 0.01 rad in the phase, a change of $u$ by about one is needed to match the noise, even before the metal dilutes the signal. The full linearized calculation for 1, 2 and 5 MHz, with $R=0.01$ m² K/MW, the absorbed flux and all other layer data known, gives standard deviations of 2.1 for both $\ln k$ and $\ln C$, but 0.027 for $\ln(kC)$. The errors of $k$ and $C$ are large and nearly opposite.

The value 2.1 signals a loss of information near the true parameters. It is not a symmetric confidence interval, as a comparison with a twin material shows. The twin has $k=0.60$ W/(m K) and $C=0.70$ J/(cm³ K), hence the same $kC$, but $\mu=522$ nm at 1 MHz. For a flux amplitude of 100 W/cm² the stack gives:

| Frequency | Film: swing, phase | Twin: swing, phase |
|---|---|---|
| 1 MHz | 0.383 K, −63.9° | 0.388 K, −65.1° |
| 10 kHz | 3.44 K, −11.5° | 1.85 K, −8.7° |

At 1 MHz the twins differ by 1.2% in amplitude and by 1.2°, or 0.021 rad, in phase. These are about one and two noise units. The twin is not fully thick: its echo is damped by the factor $e^{-3.83}=0.022$, which is some 46 times larger than the factor for the original film, so much more of the echo survives. Thus "thermally thick" must hold for every candidate material, not just for the true one.

In the other direction the data are nearly blind. A candidate with half the conductivity and twice the heat capacity has $\mu=131$ nm and practically no echo, so it sits at the half-space limit. The original film differs from that limit by 0.05% at 1 MHz, far below the noise. At fixed $kC$, the sweep can therefore argue against a much larger $k$, but not against a smaller one. Even on the high side the limit is loose: summed over the six readings, the squared misfit in noise units is about 6 for the twin (under 5 if $kC$ is refitted) and about 79 for three times the true $k$ (28 if $kC$ is refitted), against 0.003 for half the true $k$.

**4. The remedy: let the heat reach the silicon**

The fallback remark, that periodic heating can never separate $k$ and $C$, fails once the wave crosses the film. The simplest case is a perfect heat sink, $Z_b=0$. Then $\Gamma=-1$, and multiplying numerator and denominator by $e^{\sigma L}$ gives

$$Z_f=Z_0\,\frac{1-e^{-2\sigma L}}{1+e^{-2\sigma L}}=\frac{\tanh\sigma L}{k\sigma}.$$

For $|\sigma L|\ll1$, use $\tanh x\approx x-x^3/3$ and $\sigma^2=i\omega C/k$:

$$Z_f\approx\frac Lk\left(1-\frac{\sigma^2L^2}{3}\right)=\frac Lk-\frac{i\omega CL^3}{3k^2}.$$

The leading term is the steady thermal resistance, which contains $k$ without $C$. The heat stored in the film appears first in the phase lag, $\omega CL^2/(3k)=\tfrac23(L/\mu)^2$.

At 10 kHz, $\mu=2612$ nm and $L/\mu=0.383$. The resistance is $L/k=3.33$ m² K/MW for the film and half of that for the twin. At 100 W/cm², which is 1 MW/m², these resistances alone would give swings of 3.33 K and 1.67 K, close to the 3.44 K and 1.85 K in the table.

The phase can be accounted for in the same way, to leading order and relative to $L/k$. Storage in the film contributes $\tfrac23(0.383)^2=0.098$ rad. With $C_m=2.43$ J/(cm³ K), the metal has $C_md_m=0.194$ J/(m² K) and contributes $\omega C_md_mL/k=0.041$ rad. The silicon impedance, 0.262 m² K/MW at $-45^\circ$, has an imaginary part of $-0.186$ m² K/MW and contributes $0.186/3.33=0.056$ rad. The sum is about 0.19 rad, or 11°, against 11.5° from the full stack formula.

Adding the 10 kHz reading to the three high frequencies, with the same noise, reduces the standard deviations to 0.011 for $\ln k$ and 0.025 for $\ln C$. The low frequency supplies $k$, the high ones supply $kC$, and $C$ follows by division. As a test of the linearized estimate, 400 fits to data with random Gaussian noise of this size gave scatters of 0.011 and 0.025. These figures take the absorbed flux, $C_md_m$ and $R$ as exactly known. With the flux as a further free parameter they grow to about 0.017 and 0.039; with the flux and the metal thickness both free, to about 0.2 each. A true flux 1% above the assumed one makes $k$ about 1% and $C$ about 2.4% too low, a metal 1% thicker than assumed makes $C$ about 1.4% too high, and a true $R$ twice the assumed value makes $C$ about 2.8% too low.

A separate noise-free test used temperatures from a finite-volume solution that resolved the metal, with conductivity 150 W/(m K). A fit of the layered formula, started from the twin's values, returned $k=0.300$ W/(m K) and $C=1.399$ J/(cm³ K).

**5. Thickness is the ruler**

The film formula shows where the new information comes from. Change $k\to sk$, $C\to C/s$ and also $L\to sL$. Then $\sigma\to\sigma/s$, so that $k\sigma$ and $\sigma L$ are unchanged. Hence $Z_0$, $\Gamma$, $E$ and $Z_f$ are unchanged too. With one-dimensional heating at the surface, the response of a film on a given substrate determines at most $k/L$ and $CL$, its conductance and heat capacity per area.

An error in the assumed thickness therefore passes directly into the result. When the noise-free data above were fitted with $L$ taken 5% too large, $k$ rose to 0.315 W/(m K) and $C$ fell to 1.333 J/(cm³ K). The fit was just as good, since the transformation leaves the response unchanged; its quality gives no warning.

**6. Two other rulers, for a thick sample**

A thick sample can also reveal $k$ and $C$ separately if another known length enters the dielectric. Both cases below have no metal layer.

*Absorption below the surface.* Let light of absorbed flux $\hat q$ deposit heat as $\alpha\hat q\,e^{-\alpha z}$, with no conductive flux through the surface:

$$k\theta''-i\omega C\theta=-\alpha\hat q\,e^{-\alpha z},\qquad\theta'(0)=0.$$

Insert $\theta=Ae^{-\sigma z}+Be^{-\alpha z}$. The source term requires $k(\alpha^2-\sigma^2)B=-\alpha\hat q$, and the surface condition gives $A=-\alpha B/\sigma$. Therefore

$$\theta(0)=B\,\frac{\sigma-\alpha}{\sigma}=\frac{\alpha\hat q}{k(\sigma^2-\alpha^2)}\,\frac{\sigma-\alpha}{\sigma}=\frac{\alpha\hat q}{k\sigma(\sigma+\alpha)}.$$

For $\alpha\gg|\sigma|$ this returns $\hat q/(k\sigma)$ and the degeneracy. For $\alpha\ll|\sigma|$ it tends to $\alpha\hat q/(i\omega C)$: the heat stays where it was deposited, and $C$ alone appears. With $1/\alpha=200$ nm at 1 MHz, the twin's amplitude is 1.34 times that of the film material, and the phases are $-60.5^\circ$ and $-68.5^\circ$.

*Sideways flow.* Let the surface flux vary as $\cos px$. The sideways second derivative adds $-p^2\theta$, so $\theta''=(\sigma^2+p^2)\theta$. The decaying solution gives

$$Z(p)=\frac1{k\sqrt{\sigma^2+p^2}}=\frac1{\sqrt{i\omega kC+k^2p^2}}.$$

At large $p$ this becomes $1/(kp)$, which contains $k$ alone. A small spot is a superposition of such waves. For a flux proportional to $\exp(-2r^2/w^2)$ with $w=1000$ nm, read at the centre at 1 MHz, the twin's amplitude is 0.857 times that of the film material, with phases of $-28.3^\circ$ and $-38.2^\circ$. This form assumes equal conductivity in all directions; otherwise the sideways conductivity is a further unknown.

**7. How far the model can be trusted**

The values of $k$ and $C$ are rough typical ones for a dense organosilicate dielectric. A thickness of 1000 nm suits a test film, but is large for an interlayer film in an advanced chip. That difference matters. A joint resistance of 0.01 m² K/MW between film and silicon, omitted above, is 0.3% of $L/k$ here. For a 100 nm film with the same $k$ it would be 3%, and leaving it out would make the inferred $k$ about 3% too low and the inferred $C$ about 3% too high. Metal lines embedded in the dielectric break the one-dimensional homogeneous model altogether, and the numbers given here do not cover them.

For the blanket film, the upper contact needs care at high frequency: $R$ is 1.6% of $|Z_f|$ at 1 MHz. Other changes in the response are smaller. For a heated spot of radius 200 µm, sideways spreading changes the centre response by 0.9% at 10 kHz and 0.09% at 1 MHz. Air takes about 0.5% of the heat flow at both frequencies, and resistance inside the metal changes the 1 MHz response by 0.09%. Small errors in the response can grow in the fit: leaving air out of the four-frequency model would make the inferred $C$ about 1.5% too high. With a mean flux equal to the amplitude, the steady rise at the spot centre is 4.2 K; an assumed slope of 0.1% per kelvin would change $k$ by 0.4%. A kinetic estimate with a sound speed of 2500 m/s gives a free path of 0.26 nm, a thousandth of $\mu$ at 1 MHz, which supports Fourier's law here. The numerical output lists the remaining estimates.

**Recommendation.** The 1–5 MHz data should be reported as a measurement of $kC$, with the values used for the absorbed flux, the metal's heat capacity and the contact resistance stated. Separate values of $k$ and $C$ call for a reading at a frequency low enough for the wave to reach the silicon clearly, such as 10 kHz for this film, and an independent thickness measurement, whose uncertainty must be carried into both results, together with the uncertainties of the absorbed flux, the metal's heat capacity per area and the contact resistance.

## Calculated quantities

```
k of film, twin: 0.3, 0.6 W/(m K)
C of film, twin: 1.4, 0.7 J/(cm3 K)
film, aluminium thickness: 1000, 80 nm
k of silicon, aluminium: 140, 150 W/(m K)
C of silicon, aluminium: 1.65, 2.43 J/(cm3 K)
contact resistance: 0.01 m2 K/MW
low, high frequency: 10, 1000 kHz
flux amplitude: 100 W/cm2
film sqrt(kC): 648.1 W s^0.5/(m2 K)
film mu at low, high f: 2612, 261.2 nm
twin mu at high f: 522.3 nm
bare half-space |Z| film, twin: 0.6156, 0.6156 m2 K/MW
bare half-space phase film, twin: -45, -45 deg
thick coated twins, max difference 0.3-10 MHz: 0.00044 %
stack swing, high f, film, twin: 0.3831, 0.3878 K
stack phase, high f, film, twin: -63.87, -65.09 deg
stack swing, low f, film, twin: 3.44, 1.853 K
stack phase, low f, film, twin: -11.46, -8.669 deg
film L/k: 3.333 m2 K/MW
nonlinear test peak temperature change: 38.84 K
nonlinear constant-s difference / peak: 0.0082 %
nonlinear varying-s difference / peak: 7.15 %
absorption depth: 200 nm
absorption: twin/film amplitude: 1.341
absorption phase film, twin: -68.45, -60.48 deg
small spot radius: 1000 nm
small spot: twin/film amplitude: 0.8569
small spot phase film, twin: -38.19, -28.29 deg
fit k [W/(m K)], C [J/(cm3 K)]: 0.3, 1.399
fit with L 5% too large, k, C: 0.315, 1.333 (same units)
noise in ln amplitude and in phase/rad: 0.01
1,2,5 MHz: sd ln k, ln C: 2.081, 2.095
1,2,5 MHz: sd ln(kC): 0.027
with 10 kHz: sd ln k, ln C: 0.01103, 0.02491
with 10 kHz: sd ln(kC): 0.02206
400 repeated fits: sd ln k, ln C: 0.01088, 0.02524
finite-thickness effect at high f: 0.0528 %
heated spot radius: 200 um
lateral spreading at low, high f: 0.8705, 0.09202 %
resistance inside metal, high f: 0.0896 %
contact R / film |Z|, high f: 1.62 %
same R at film/silicon joint / (L/k): 0.3 %
air loss at low, high f: 0.4817, 0.5364 %
radiation loss at low f, 300 K: 0.0021 %
steady temperature rise at spot centre: 4.2 K
k change for 0.1 %/K over steady rise: 0.42 %
kinetic free path for 2500 m/s: 0.26 nm
w times relaxation time, high f: 6.5e-07
light through metal, 7 nm decay depth: 1.1e-05
```
